# Density at Which Ballistic Injection Velocity Rises by 20 Percent

## Problem

In a ballistic transistor, electrons leave the source, pass over a potential barrier and run to the drain without scattering. The drain current is set at the top of the barrier, where it equals charge density times mean velocity. At low density this velocity depends on temperature and mass alone. At higher density it grows, because electrons obey the exclusion principle.

Consider one two-dimensional subband in one valley with spin degeneracy 2, an isotropic parabolic band of mass $m=0.19\,m_0$, and $T=300$ K. The drain bias is large. At what electron density per valley, at the top of the barrier, is the injection velocity 20 percent above its nondegenerate value?

Three conventions fix the meaning of the question.

- The $x$ axis points from source to drain. At the barrier top, states with $v_x>0$ are filled by the source, with Fermi level $\mu$. States with $v_x<0$ would have to come from the drain, and at large drain bias they are empty.
- The injection velocity $v_{\rm inj}$ is the mean of $v_x$ over this forward stream.
- The density $n$ is the density actually present, that of the forward stream alone. Variation 1 treats the case in which both streams are filled.

Energies $E$ are measured from the subband edge at the barrier top, and $\eta=\mu/k_BT$ on that scale.

## Hints

1. Write density and flux as integrals over the half plane $k_x>0$. Polar coordinates separate angle from energy.
2. The ratio of flux to density is a thermal velocity times a function of $\eta$ alone. Find the limit of that function for $\eta\to-\infty$.
3. Before solving for $\eta$, ask whether more than one solution can exist. Differentiate the logarithm of the function and look for a covariance.
4. For a solution by hand, expand in $u=\ln(1+e^{\eta})$, which is proportional to the density, and not in $e^\eta$.

## Full solution

### Density of the forward stream

Each valley has $2/(2\pi)^2$ states per unit area of real space and unit area of $k$ space, the 2 being for spin. With the occupation $f=1/(1+e^{E/k_BT-\eta})$,

$$n=\frac{2}{(2\pi)^2}\int_{k_x>0}f\,d^2k .$$

In polar coordinates $d^2k=k\,dk\,d\theta$, and the half plane is $-\pi/2<\theta<\pi/2$. From $E=\hbar^2k^2/2m$ follows $k\,dk=(m/\hbar^2)\,dE$. The angular integral gives $\pi$, so with $x=E/k_BT$

$$n=\frac{1}{2\pi^2}\,\pi\,\frac{m k_BT}{\hbar^2}\int_0^\infty\frac{dx}{1+e^{x-\eta}} .$$

The integrand is the derivative of $-\ln(1+e^{\eta-x})$, which vanishes at the upper limit. The integral is therefore $\ln(1+e^\eta)$, and

$$n=\frac N2\,u,\qquad N=\frac{mk_BT}{\pi\hbar^2},\qquad u=\ln(1+e^\eta). \tag{1}$$

The factor $1/2$ records that half of the states are filled from the source and the other half are empty.

### Flux and injection velocity

The flux $J$, the number of electrons crossing unit width per unit time, has the extra factor $v_x=\sqrt{2E/m}\,\cos\theta$. The angular integral of $\cos\theta$ over the half plane is 2 instead of $\pi$:

$$J=\frac{1}{2\pi^2}\,2\,\frac{mk_BT}{\hbar^2}\sqrt{\frac{2k_BT}{m}}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}} .$$

Define the normalized Fermi integral

$$F_{1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}},$$

so that the integral in $J$ is $(\sqrt\pi/2)F_{1/2}$. Dividing $J$ by $n$ cancels $mk_BT/\hbar^2$. The angular factors leave $2/\pi$, and $(2/\pi)(\sqrt\pi/2)=1/\sqrt\pi$. Hence

$$v_{\rm inj}=\frac Jn=v_T\,r,\qquad v_T=\sqrt{\frac{2k_BT}{\pi m}},\qquad r=\frac{F_{1/2}(\eta)}{u}. \tag{2}$$

### The nondegenerate limit

For $\eta<0$ the occupation can be expanded as a geometric series, $f=\sum_{l\ge1}(-1)^{l+1}e^{l(\eta-x)}$. Since $\int_0^\infty\sqrt x\,e^{-lx}dx=(\sqrt\pi/2)\,l^{-3/2}$, and with $z=e^\eta$,

$$F_{1/2}=z-\frac{z^2}{2^{3/2}}+\frac{z^3}{3^{3/2}}-\frac{z^4}{4^{3/2}}+\dots \tag{3}$$

As $z\to0$, both $F_{1/2}$ and $u=\ln(1+z)$ tend to $z$, so $r\to1$. Thus $v_T$ is the nondegenerate injection velocity. It is also the mean of $v_x$ over the positive half of a one-dimensional Maxwell distribution,

$$\frac{\int_0^\infty v\,e^{-mv^2/2k_BT}dv}{\int_0^\infty e^{-mv^2/2k_BT}dv}=\frac{k_BT/m}{\sqrt{\pi k_BT/2m}}=\sqrt{\frac{2k_BT}{\pi m}},$$

as it must be, because the motion along $y$ factors out of a Maxwell distribution. It does not factor out of a Fermi distribution.

The condition of the problem is now

$$\frac{F_{1/2}(\eta)}{\ln(1+e^\eta)}=1.2. \tag{4}$$

### One solution, and why the velocity rises

Let $\langle\cdot\rangle$ be the average over $x$ with weight $f$. Since $\partial f/\partial\eta=f(1-f)$, and since $F_{1/2}$ is proportional to $\int\sqrt x f\,dx$ while $u=\int f\,dx$,

$$\frac{d\ln r}{d\eta}=\frac{\langle\sqrt x\,(1-f)\rangle}{\langle\sqrt x\rangle}-\langle1-f\rangle
=\frac{\langle\sqrt x\,(1-f)\rangle-\langle\sqrt x\rangle\langle1-f\rangle}{\langle\sqrt x\rangle}.$$

The numerator is the covariance of $\sqrt x$ and $1-f$. With $p=f/u$ as normalized weight, it can be written

$$\frac12\int\!\!\int p(x)p(x')\,(\sqrt x-\sqrt{x'})\,[f(x')-f(x)]\,dx\,dx' .$$

Both brackets have the sign of $x-x'$, because $\sqrt x$ rises and $f$ falls with energy. The covariance is positive and $r$ increases strictly with $\eta$.

This is also the physical explanation. When the Fermi level rises, new electrons enter in proportion to $f(1-f)$. Compared with the electrons already present, they are weighted by the vacancy $1-f$, which favours high energies. The added electrons are therefore faster on average than the existing ones.

At the other end, for $\eta\gg1$, the occupation is nearly a step at $x=\eta$. Then $F_{1/2}\to(2/\sqrt\pi)(2/3)\eta^{3/2}$ and $u\to\eta$, so

$$r\to\frac{4}{3\sqrt\pi}\sqrt\eta .$$

The function $r$ thus rises continuously from 1 without bound, and equation (4) has exactly one solution. The degenerate formula is no help near $\eta=1$: there it gives $4/(3\sqrt\pi)$, which is less than 1, while the true $r$ exceeds 1.

### Solution by hand

Since the density is proportional to $u$, we expand $r$ in $u$. From $z=e^u-1$, to fourth order,

$$z=u+\frac{u^2}2+\frac{u^3}6+\frac{u^4}{24},\quad z^2=u^2+u^3+\frac7{12}u^4,\quad z^3=u^3+\frac32u^4,\quad z^4=u^4 .$$

Insert these into (3), use $4^{-3/2}=1/8$, and divide by $u$:

$$r=1+c_1u+c_2u^2+c_3u^3+\dots,$$

$$c_1=\frac12-\frac1{2^{3/2}}=0.146447,$$

$$c_2=\frac16-\frac1{2^{3/2}}+\frac1{3^{3/2}}=0.005563,$$

$$c_3=\frac1{24}-\frac{7}{12}\frac1{2^{3/2}}+\frac32\,\frac1{3^{3/2}}-\frac18=-0.000898 .$$

The coefficients fall quickly, so over the range needed here the velocity grows almost linearly with density. The linear estimate is

$$u\approx\frac{0.2}{0.146447}=1.366 .$$

To include the next two terms, write the condition as $u=0.2/(c_1+c_2u+c_3u^2)$ and iterate. Starting from 1.366, the right side gives 1.313, then 1.314, where it settles.

The series (3) was derived for $z<1$, whereas this solution has $z=e^u-1>1$. The cubic is therefore taken as an estimate, to be judged against equation (4) itself. Numerical solution of (4), with the Fermi integral evaluated by quadrature, gives

$$\eta=1.002,\qquad F_{1/2}=1.5775,\qquad u=1.3146,$$

and indeed $1.5775/1.3146=1.200$. The cubic estimate is low by less than 0.1 percent of $u$, and the linear one is high by about 4 percent. The Fermi level lies 25.9 meV above the barrier top, which is one thermal energy: the stream is between the two limits.

### The density

At 300 K, $k_BT=25.85$ meV. With $m=0.19\,m_0$ this gives $N=2.052\times10^{12}$ cm$^{-2}$ and $v_T=1.234\times10^7$ cm/s. Equation (1) then yields

$$n=\tfrac12\,(2.052\times10^{12}\ {\rm cm^{-2}})(1.3146)=1.35\times10^{12}\ {\rm cm^{-2}},$$

or $1.35\times10^{16}$ m$^{-2}$. The injection velocity there is $1.2\times1.234\times10^7=1.48\times10^7$ cm/s.

An explicit sum over the states of a periodic square box of side 1 µm tests both results without using the integrals. At the solution it reproduces the density to within 0.02 percent. The ratio of its velocity to the one summed at $\eta=-12$ is 1.2 to within 0.0003.

### Scaling with mass and temperature

The required $u$ is a pure number. By (1), the threshold density is proportional to $mT$. A lighter mass gives a higher $v_T$ and also an earlier onset of degeneracy.

If the constant-energy curves are ellipses with masses $m_x$ and $m_y$ along the axes, put $k_x=\sqrt{m_x}\,q_x$ and $k_y=\sqrt{m_y}\,q_y$. Then $E=\hbar^2q^2/2$, the area element gains a factor $\sqrt{m_xm_y}$, and $v_x=\hbar q_x/\sqrt{m_x}$. So $N$ contains $\sqrt{m_xm_y}$, $v_T$ contains $m_x$, and $r(\eta)$ is unchanged.

## Reading the result for a device

The parameters are roughly those of the two lower valleys of a thin silicon film with a (100) surface. With two such valleys the sheet density is $2.70\times10^{12}$ cm$^{-2}$, and the model current per width is

$$q(2n)v_{\rm inj}=(1.602\times10^{-19}\,{\rm C})(2.70\times10^{12}\,{\rm cm^{-2}})(1.48\times10^7\,{\rm cm/s})=6.4\ {\rm A/cm},$$

which is 0.64 mA/µm. If one gate balances this charge through an oxide of relative permittivity 3.9, the oxide field due to it is 1.25 MV/cm, and a 1 nm oxide drops 0.125 V. This field is well below the roughly 10 MV/cm at which such oxides break down. The density is modest for a silicon transistor, whose strongly turned-on channel holds roughly $10^{13}$ cm$^{-2}$. Real devices depart from several assumptions of the model; the estimates below show how far each of four departures moves the numbers.

**Other subbands.** In a film with hard walls and a flat potential between them, the level spacing varies as the inverse square of the thickness. Take 0.92 $m_0$ as the rough heavy mass of silicon and keep the Fermi level found above. At 3 nm thickness the next level of the same valleys lies 0.136 eV higher, the lowest level of the other four valleys 0.174 eV higher, and 2 percent of the electrons are outside the lowest subband. At 5 nm the two energies shrink to 0.049 and 0.063 eV, and the share becomes 50 percent. The density per lower valley in its lowest subband is still $1.35\times10^{12}$ cm$^{-2}$, but the total sheet density is then about $5.4\times10^{12}$ cm$^{-2}$, and the mean velocity of all electrons is no longer given by (2). These shares are rough. With one gate, the electron charge bends the band across a 5 nm film by about 0.14 eV, more than the gaps themselves; including this bending changes the share to about 42 percent and the total to about $4.6\times10^{12}$ cm$^{-2}$ (52 percent with two symmetric gates), while the 3 nm share hardly moves. Applying the nonparabolic dispersion used below to the levels raises the 3 nm share from 2 to about 4 percent.

**Backscattering.** Suppose a fraction $R$ of the forward flux returns to the barrier top with the same distribution over energy and angle as the forward stream, mirrored in $v_x$. The backward density is then $R$ times the forward one. At fixed total density $n$ the forward density is $n/(1+R)$, and the net mean velocity is

$$v=\frac{1-R}{1+R}\,v_{\rm inj}.$$

For $R=0.2$, the smaller forward density lowers $r$ from 1.2 to 1.166. The net velocity is $0.96\times10^7$ cm/s, or 35 percent below the ballistic value. To restore $r=1.2$ in the forward stream, the total density per valley must be $1.2$ times the ballistic answer, $1.62\times10^{12}$ cm$^{-2}$.

**Nonparabolic band.** Let $E(1+\alpha E)=\hbar^2k^2/2m$, with a rough $\alpha=0.5$ eV$^{-1}$. Differentiation gives $v_x=\hbar k_x/[m(1+2\alpha E)]$, so fast electrons gain less speed with energy than in the parabolic band. The density of states also grows, by the factor $1+2\alpha E$. Summing over box states with this dispersion, and comparing with its own nondegenerate velocity of $1.215\times10^7$ cm/s, gives a threshold of $1.46\times10^{12}$ cm$^{-2}$. That is 8 percent above the parabolic answer: about half comes from the higher Fermi level needed, and about half from the larger density of states. Here $E$ is counted from the subband edge. If the confinement energy of a film is added on the right side of the dispersion, the shift becomes about 12 percent at 3 nm and 10 percent at 5 nm.

**Tunnelling.** Let the barrier fall by $k_BT$ within $l=5$ nm of its top, as $-k_BT(x/l)^2$, where $x$ is now position. Setting this equal to $-m\omega^2x^2/2$ gives $\hbar\omega=(\hbar/l)\sqrt{2k_BT/m}=28.8$ meV. A parabolic barrier transmits with probability $1/(1+e^{-2\pi E_x/\hbar\omega})$, where $E_x$ is the energy of motion along $x$. This raises the flux by about 1.45 percent at the same Fermi level: tunnelling adds 8.7 percent and reflection above the top removes 7.3 percent. The gain is small because the barrier reflects at $+E_x$ the same fraction that it transmits at $-E_x$. The two effects would cancel if equally many electrons arrived at both energies; a net gain remains because more arrive at the lower one. The estimate assumes that the parabola continues, and that the source supplies electrons, to at least about $2k_BT$ below the top. It also depends strongly on the length: for $l=2$ nm the net gain is about 9 percent. The accompanying change of density is not included.

These corrections have been sized one at a time. In the examples above, the nonparabolic band and backscattering raise the threshold density by 8 and 20 percent. The second figure of the answer therefore belongs to the model and should not be relied on for a real device.

## Variation 1: both streams filled

*At zero drain bias, what density per valley gives a forward stream with $r=1.2$? And what is $r$ if the density is held at the saturation answer?*

At equilibrium the drain fills the states with $v_x<0$ to the same Fermi level. The total density is twice (1), $n=Nu$, while $r(\eta)$ for the forward stream is unchanged. The condition again requires $u=1.3146$, so

$$n=(2.052\times10^{12}\ {\rm cm^{-2}})(1.3146)=2.70\times10^{12}\ {\rm cm^{-2}}.$$

This is twice the earlier answer, which is why the filling must be stated along with any threshold density.

If the total density is instead held at $1.35\times10^{12}$ cm$^{-2}$, each stream has half of it. Then $u=1.3146/2=0.657$, and $\eta=\ln(e^u-1)=-0.073$. The forward stream has $r=1.098$. Raising the drain bias at fixed density removes the backward stream, forces all electrons into half the states, and so lifts the boost from 10 to 20 percent.

The transition can be followed with $U=qV_D/k_BT$, where $V_D$ is the drain voltage. The drain stream has Fermi level $\eta-U$, so densities add and fluxes subtract:

$$n=\frac N2\left[\ln(1+e^\eta)+\ln(1+e^{\eta-U})\right],\qquad
v=v_T\,\frac{F_{1/2}(\eta)-F_{1/2}(\eta-U)}{\ln(1+e^\eta)+\ln(1+e^{\eta-U})}.$$

Here $v$ is the net mean velocity, which vanishes at $U=0$. At the fixed density $1.35\times10^{12}$ cm$^{-2}$ it is $0.93\times10^7$ cm/s for 0.05 V. At 0.5 V it falls short of the saturated $1.48\times10^7$ cm/s by about 2 parts in $10^8$, so the assumption of a large drain bias is safe there.

## Variation 2: a hot device

*The same transistor runs at 400 K. Find the new threshold density, and the boost if the density stays at the 300 K answer.*

The threshold still requires $u=1.3146$, and $N$ is proportional to $T$. Hence

$$n(400\ {\rm K})=\frac{400}{300}\,(1.349\times10^{12}\ {\rm cm^{-2}})=1.80\times10^{12}\ {\rm cm^{-2}}.$$

At fixed density, $u$ varies as $1/T$ and becomes $(3/4)(1.3146)=0.986$. The series gives

$$r\approx1+0.1444+0.0054-0.0009=1.149,$$

in agreement with the numerical value 1.149. The boost has dropped from 20 to 15 percent, because the same electrons are spread over a wider range of energies and exclude one another less.

The velocity itself nevertheless rises. The nondegenerate value grows as $\sqrt T$, to $1.425\times10^7$ cm/s, and $1.149\times1.425\times10^7=1.64\times10^7$ cm/s, compared with $1.48\times10^7$ cm/s at 300 K. This comparison holds the density fixed and keeps the transport ballistic; it does not include any change of scattering with temperature.

The values used here are listed with further digits in the numerical output below.

## Calculated quantities

```
mass = 0.19 m0, T = 300 K
kT = 25.852 meV
N = m kT/(pi hbar^2) = 2.0518e+12 cm^-2
nondegenerate velocity v_T = 1.2343e+07 cm/s
root eta = 1.00182
F_half at root = 1.57751
u = ln(1+exp(eta)) at root = 1.31459
Fermi level above barrier top = 25.90 meV
ANSWER density per valley, saturation = 1.3487e+12 cm^-2
same in SI = 1.3487e+16 m^-2
equilibrium density at same eta = 2.6973e+12 cm^-2
injection velocity at root = 1.4812e+07 cm/s
series c1, c2, c3 = 0.146447, 0.005563, -0.000898
u from linear series = 1.3657
u from cubic series = 1.3140
density from linear series = 1.4011e+12 cm^-2
density from cubic series = 1.3481e+12 cm^-2
equilibrium, saturation density kept: eta = -0.0730
  its velocity ratio = 1.0984
two-valley sheet density = 2.6973e+12 cm^-2
two-valley current = 0.640 mA/um
oxide field (rel. permittivity 3.9) = 1.252 MV/cm
overdrive across 1 nm oxide = 0.125 V
drain 0.05 V: eta = 0.6501, v = 9.2966e+06 cm/s
drain 0.5 V: eta = 1.0018, v = 1.4812e+07 cm/s
  0.5 V shortfall from full saturation = 1.7e-08
backscattering R = 0.2: injection ratio = 1.1659
  net mean velocity = 9.5936e+06 cm/s
  total density for ratio 1.2 = 1.6184e+12 cm^-2
nonparabolicity 0.5 /eV: eta = 1.0766
  threshold density = 1.4560e+12 cm^-2
  nondegenerate velocity = 1.2147e+07 cm/s
  injection velocity = 1.4576e+07 cm/s
400 K: threshold density = 1.7982e+12 cm^-2
  nondegenerate velocity = 1.4252e+07 cm/s
  velocity ratio at the 300 K density = 1.1489
heavy mass used for film levels = 0.92 m0
3 nm film: next level 0.1362 eV, other valleys 0.1745 eV
  electrons outside lowest subband = 2.08 %
5 nm film: next level 0.0490 eV, other valleys 0.0628 eV
  electrons outside lowest subband = 49.83 %
barrier falling kT in 5 nm: hbar omega = 28.80 meV
  quantum/classical flux at root = 1.0145
  quantum/classical flux, nondegenerate = 1.0536
```
